\section*{Critical Slowing in the Microscopic Three-Temperature Model of Magnetization}

\section{The equation and its origin}

\textbf{Q.} You want to discuss how fast a heated ferromagnet relaxes near its Curie temperature $T_C$. Which equation do you use, and why should I believe it?

\textbf{A.} I use the microscopic three-temperature model. It treats $N$ spins $1/2$ in mean field, with uniform collinear magnetization. Let $m$ be the magnetization divided by its zero-temperature value, so that fractions $n_\pm=(1\pm m)/2$ of the spins point up and down. The mean-field energy is $U=-\tfrac12Nk_BT_Cm^2$. Flipping one spin up changes $m$ by $2/N$, and therefore releases
\begin{equation}
E=Nk_BT_C\,m\,\frac{2}{N}=2k_BT_C\,m .
\end{equation}
This energy goes to a conduction electron, which scatters from energy $\epsilon$ to $\epsilon+E$. A phonon takes part, but its energy is neglected against the electronic energies (quasi-elastic scattering).

\textbf{Q.} Then the rate must contain the chance that the first electron state is full and the second empty.

\textbf{A.} Yes. Let $f$ be the Fermi function at electron temperature $T_e$, and take a constant density of states. Since $f/(1-f)=e^{-(\epsilon-\mu)/k_BT_e}$, the reverse product is $f(\epsilon+E)[1-f(\epsilon)]=e^{-E/k_BT_e}f(\epsilon)[1-f(\epsilon+E)]$. Subtracting it from the forward product leaves $f(\epsilon)-f(\epsilon+E)$, so
\begin{equation}
\int f(\epsilon)[1-f(\epsilon+E)]\,d\epsilon
=\frac{\int[f(\epsilon)-f(\epsilon+E)]\,d\epsilon}{1-e^{-E/k_BT_e}}
=\frac{E}{1-e^{-E/k_BT_e}} .
\end{equation}
For a flip down, replace $E$ by $-E$, which gives $E/(e^{E/k_BT_e}-1)$. For classical phonon occupation, the scattering strength is proportional to the phonon temperature $T_p$. With a constant $K$, the flip rates per spin are
\begin{equation}
w_\uparrow=\frac{KT_pE}{1-e^{-E/k_BT_e}},\qquad
w_\downarrow=\frac{KT_pE}{e^{E/k_BT_e}-1}.
\end{equation}
Their difference is $KT_pE$ and their sum is $KT_pE\coth(E/2k_BT_e)$. Each flip changes $n_+-n_-$ by two units of $1/N$, hence
\begin{align}
\frac{dm}{dt}&=2(w_\uparrow n_--w_\downarrow n_+)
=(w_\uparrow-w_\downarrow)-m(w_\uparrow+w_\downarrow)\nonumber\\
&=R\,m\,\frac{T_p}{T_C}\left[1-m\coth\frac{mT_C}{T_e}\right],
\qquad R=2k_BKT_C^2 .\label{eq:model}
\end{align}

\section{Linearization on the two sides}

\textbf{Q.} After a laser pulse the temperatures change too. What do you hold fixed?

\textbf{A.} First I set $T_e=T_p=T$ and pin $T$, as an ideal heat bath would. I return to that assumption below. With $\theta=T/T_C$ the equation becomes
\begin{equation}
\frac{dm}{dt}=F(m)=R\theta m\left[1-m\coth\frac m\theta\right].\label{eq:fixed}
\end{equation}
Its equilibria are $m=0$ and the roots of $m=\tanh(m/\theta)$. For $m>0$, $\tanh(m/\theta)<m/\theta$, so a positive root requires $\theta<1$. When $\theta<1$, the curve $\tanh(m/\theta)$ starts with slope $1/\theta>1$, is concave and stays below 1, so it meets the line $m$ at one positive value, $m_0$.

\textbf{Q.} Above $T_C$ you expand about $m=0$, but $\coth$ diverges there.

\textbf{A.} The factor $m$ cancels the divergence. From $\coth x=1/x+x/3+O(x^3)$,
\begin{equation}
m\coth\frac m\theta=\theta+\frac{m^2}{3\theta}+O(m^4),
\end{equation}
and therefore
\begin{equation}
F(m)=R\left[\theta(1-\theta)m-\frac{m^3}{3}\right]+O(m^5).\label{eq:cubic}
\end{equation}
For $\theta>1$ the linear term describes decay $m\propto e^{-\Gamma_+t}$ with
\begin{equation}
\Gamma_+=R\theta(\theta-1).\label{eq:above}
\end{equation}
The cubic term is negligible when $m^2\ll3\theta(\theta-1)$, a window that closes at $T_C$.

\textbf{Q.} And below, where the equilibrium magnetization is not zero?

\textbf{A.} Put $m=m_0+\delta m$. The bracket in \eqref{eq:fixed} vanishes at $m_0$, so only its derivative contributes to first order. With $x=m_0/\theta$,
\begin{equation}
\Gamma_-=-F'(m_0)=R\theta m_0\left[\coth x-\frac{m_0}{\theta}\,\mathrm{csch}^2x\right].
\end{equation}
The second term has a plus sign in $F'$ because the derivative of $\coth$ is $-\mathrm{csch}^2$. At equilibrium $\coth x=1/m_0$ and $\mathrm{csch}^2x=\coth^2x-1=1/m_0^2-1$. Thus
\begin{equation}
\Gamma_-=R\theta\left[1-\frac{1-m_0^2}{\theta}\right]
=R(\theta-1+m_0^2).\label{eq:below}
\end{equation}

\section{Approach to the Curie point}

\textbf{Q.} In \eqref{eq:below} the term $\theta-1$ is negative. Does the rate vanish at $T_C$, and how does it compare with the rate above?

\textbf{A.} We need $m_0^2$ at $\theta=1-\varepsilon$, with $\varepsilon>0$ small. Write the equilibrium condition as $\theta x=\tanh x$ and divide the series of $\tanh x$ by $x$:
\begin{equation}
1-\varepsilon=1-\frac{x^2}{3}+\frac{2x^4}{15}-\cdots .
\end{equation}
Try $x^2=3\varepsilon+b\varepsilon^2$. The first order is satisfied, and the second requires $b/3-18/15=0$, so $b=18/5$. Then
\begin{equation}
m_0^2=(1-\varepsilon)^2x^2
=3\varepsilon+\left(\frac{18}{5}-6\right)\varepsilon^2+\cdots
=3\varepsilon-\frac{12}{5}\varepsilon^2+\cdots .
\end{equation}
Inserting this below $T_C$, and $\theta=1+\varepsilon$ above it, gives
\begin{align}
\Gamma_-&=R\left(-\varepsilon+3\varepsilon-\frac{12}{5}\varepsilon^2+\cdots\right)
=2R\varepsilon\left(1-\frac65\varepsilon+\cdots\right),\\
\Gamma_+&=R\varepsilon(1+\varepsilon).
\end{align}
Both rates vanish linearly, so both relaxation times $\tau_\pm=1/\Gamma_\pm$ diverge as $1/\varepsilon$. This is critical slowing. At equal distances from $T_C$,
\begin{equation}
\frac{\tau_-}{\tau_+}=\frac{\Gamma_+}{\Gamma_-}
=\frac12\,\frac{1+\varepsilon}{1-6\varepsilon/5+\cdots}
=\frac12\left(1+\frac{11}{5}\varepsilon+\cdots\right).\label{eq:ratio}
\end{equation}
The relaxation time below is half that above in the limit $\varepsilon\to0$. At a small finite distance the ratio is somewhat larger.

\textbf{Q.} Where does the two come from? It could be an accident of the scattering rates.

\textbf{A.} Near $T_C$, \eqref{eq:cubic} reduces to $dm/dt\approx R[(1-\theta)m-m^3/3]$. Below $T_C$ its slope is $R(\varepsilon-m^2)$. At $m^2=3\varepsilon$ the linear term contributes $+\varepsilon$ and the cubic term $-3\varepsilon$, leaving $-2\varepsilon$. Above, the slope at $m=0$ is $-\varepsilon$.

The static susceptibility shows that the scattering is not responsible. A field $B$ adds $2\mu_BB$ to the splitting, so $E=2k_BT_C(m+h)$ with $h=\mu_BB/k_BT_C$. Equilibrium is $m=\tanh[(m+h)/\theta]$. Differentiating with respect to $h$, with $\chi=\partial m/\partial h$,
\begin{equation}
\chi=\frac{1-m^2}{\theta}(\chi+1)
\quad\Longrightarrow\quad
\chi=\frac{1-m^2}{\theta-1+m^2}.\label{eq:chi}
\end{equation}
At $h\to0$ this gives $\Gamma_-\chi_-=R(1-m_0^2)$ and $\Gamma_+\chi_+=R\theta$. Both products tend to $R$. The kinetic coefficient is thus continuous through $T_C$, while the susceptibility diverges with amplitudes in the ratio $1:2$.

\textbf{Q.} Must the electrons and phonons have the same temperature for this?

\textbf{A.} No, provided both are fixed. Measure the distance from $T_C$ by $T_e$, which sets the equilibrium. In \eqref{eq:model} $T_p$ appears as a prefactor alone, so each rate is multiplied by $T_p/T_e$. The limit one half survives if that quotient is the same on both sides.

\textbf{Q.} What happens at $T_C$ itself? An infinite relaxation time suggests that nothing moves.

\textbf{A.} The linear term is absent, but the cubic one remains: $dm/dt=-Rm^3/3$. Hence
\begin{equation}
\frac{d}{dt}\frac1{m^2}=-\frac{2}{m^3}\frac{dm}{dt}=\frac{2R}{3},
\qquad
\frac1{m^2(t)}=\frac1{m^2(0)}+\frac{2Rt}{3}.
\end{equation}
The decay is algebraic, $m\propto t^{-1/2}$ at late times.

\section{Numbers in the regime of a nickel film}

\textbf{Q.} Give me times in picoseconds.

\textbf{A.} Take rough, nickel-like values, $T_C=630$ K and $R=17\ \mathrm{ps}^{-1}$. At 10 K from $T_C$, $\varepsilon=10/630=0.01587$ and $m_0=0.2168$, so $m_0^2=0.0470$. Then
\begin{align}
\Gamma_-&=17\,(-0.01587+0.0470)\ \mathrm{ps}^{-1}=0.529\ \mathrm{ps}^{-1},
&\tau_-&=1.89\ \mathrm{ps},\\
\Gamma_+&=17\,(1.01587)(0.01587)\ \mathrm{ps}^{-1}=0.274\ \mathrm{ps}^{-1},
&\tau_+&=3.65\ \mathrm{ps}.
\end{align}
The ratio is 0.518; the first-order law \eqref{eq:ratio} gives 0.517. At other distances:
\begin{center}
\begin{tabular}{cccc}
distance (K) & $\tau_-$ (ps) & $\tau_+$ (ps) & $\tau_-/\tau_+$\\
3 & 6.21 & 12.29 & 0.505\\
10 & 1.89 & 3.65 & 0.518\\
30 & 0.655 & 1.179 & 0.556
\end{tabular}
\end{center}
Integrating the nonlinear equation \eqref{eq:fixed} from a small initial deviation gives the same times to the digits shown. At $T_C$, the fall from $m=0.10$ to $0.05$ takes $(3/34)(400-100)\ \mathrm{ps}=26.5$ ps.

\textbf{Q.} A laser pulse is hardly a small deviation.

\textbf{A.} Then these rates describe the last part of the recovery at pinned temperature. Below $T_C$, the cubic equation has the second-order term $-Rm_0(\delta m)^2$. Relative to the linear term $2R\varepsilon\,\delta m$, with $\varepsilon\approx m_0^2/3$, its size is $3|\delta m|/2m_0$. At 10 K below $T_C$, $\delta m$ must therefore be well below about 0.14. A fully demagnetized film starts outside this range.

\section{What pinned temperature and zero field leave out}

\textbf{Q.} A device has stray or applied fields. Do they matter when $h$ is tiny?

\textbf{A.} They do, because the susceptibility is large. With the field, $dm/dt=R\theta(m+h)[1-m\coth y]$, where $y=(m+h)/\theta$. At equilibrium $\coth y=1/m$, and the same differentiation as before gives
\begin{equation}
\Gamma=R\theta(m+h)\left[\frac1m-\frac{m}{\theta}\left(\frac1{m^2}-1\right)\right]
=R\left(1+\frac hm\right)(\theta-1+m^2).
\end{equation}
At $T_C$, $m+h=\operatorname{artanh}m\approx m+m^3/3$, so $m\approx(3h)^{1/3}$ and
\begin{equation}
\Gamma(T_C)\approx R(3h)^{2/3}.
\end{equation}
The divergence is cut off. For 1 T, $h=1.07\times10^{-3}$, and the relaxation time at $T_C$ is 2.7 ps. At 10 K from $T_C$ the times become 1.34 ps below and 2.93 ps above. Their ratio, 0.458, now lies under one half.

\textbf{Q.} My larger worry is the pinned temperature. When the magnetization grows, it releases energy.

\textbf{A.} That changes the answer even for small deviations. Consider a thermally isolated film whose electrons and lattice share one temperature and have constant heat capacity $C$ per atom. With $n$ spins per atom, the magnetic energy per atom is $-\tfrac12nk_BT_Cm^2$, so energy conservation gives
\begin{equation}
C\,\delta T=nk_BT_Cm_0\,\delta m .
\end{equation}
Here $\delta m$ and $\delta T$ are deviations from the final equilibrium. The magnetization relaxes toward the equilibrium value for the momentary temperature, so
\begin{equation}
\frac{d\,\delta m}{dt}=-\Gamma_-\left(\delta m-\frac{dm_0}{dT}\delta T\right)
=-\Gamma_-\left(1+\frac{C_{\rm mag}}{C}\right)\delta m,
\end{equation}
where $C_{\rm mag}=-nk_BT_Cm_0\,dm_0/dT$ is positive because $m_0$ falls with temperature. Differentiating $m_0=\tanh(m_0/\theta)$ gives
\begin{equation}
\frac{dm_0}{d\theta}=-\frac{m_0(1-m_0^2)}{\theta(\theta-1+m_0^2)},
\qquad
C_{\rm mag}=nk_B\frac{m_0^2(1-m_0^2)}{\theta(\theta-1+m_0^2)} .
\end{equation}
Near $T_C$ the fraction tends to $3\varepsilon/2\varepsilon=3/2$. Above $T_C$, $m_0=0$ and the heating is of second order in $\delta m$, so $\Gamma_+$ is unchanged.

\textbf{Q.} Is the correction large?

\textbf{A.} Take $n=0.6$, a lattice heat capacity of $3k_B$ per atom and an electronic one of $0.50k_B$. At 10 K below $T_C$, $C_{\rm mag}=0.877k_B$. The rate grows by the factor $1+0.877/3.50=1.25$, and $\tau_-$ falls from 1.89 to 1.51 ps. The ratio of times becomes 0.414. As $\varepsilon\to0$ it tends to $0.5/(1+0.9/3.50)\approx0.40$ for these heat capacities. One half therefore belongs to a pinned temperature.

\textbf{Q.} You also assumed that electrons and lattice agree on a temperature.

\textbf{A.} With electron-phonon coupling $g=10^{18}\ \mathrm{W\,m^{-3}K^{-1}}$ and heat capacities $C_e$, $C_p$ per volume, their temperature difference $D=T_e-T_p$, left alone, decays at the rate $\gamma=g(1/C_e+1/C_p)$. For the rough values used here $1/\gamma=0.54$ ps. At 10 K this is shorter than the magnetic relaxation time, but not short enough to ignore, because the flips heat the electrons first and their heat capacity is small. With $C_e$ and $C_p$ now per atom, $C=C_e+C_p$ and $A=nk_BT_Cm_0$, energy conservation and the exchange of heat give
\begin{equation}
\delta T_e=\frac{A\,\delta m+C_pD}{C},\qquad
\frac{dD}{dt}=\frac{A}{C_e}\frac{d\,\delta m}{dt}-\gamma D .
\end{equation}
For a decay $e^{-\lambda t}$ the second equation gives $D=-\lambda A\,\delta m/[C_e(\gamma-\lambda)]$. The equilibrium magnetization follows $T_e$, and $T_p$ enters only the prefactor, which has no first-order effect. Putting $\delta T_e$ in place of $\delta T$ in the relaxation law yields
\begin{equation}
\lambda=\Gamma_-\left\{1+\frac{C_{\rm mag}}{C}\left[1-\frac{C_p}{C_e}\,\frac{\lambda}{\gamma-\lambda}\right]\right\}.
\end{equation}
As $\varepsilon\to0$, $\lambda\to0$ and the common-temperature result returns. At 10 K below $T_C$ the smaller root is $\lambda=0.426\ \mathrm{ps}^{-1}$, a time of 2.35 ps, which is longer than the pinned 1.89 ps. While the magnetization grows, it keeps the electrons hotter than the lattice, and this delays the recovery. The ratio of times is then 0.64 instead of 0.414.

\section{The limit of mean field}

\textbf{Q.} Close to $T_C$ fluctuations grow. Does mean field survive where you need it?

\textbf{A.} Not safely. To size the problem, take one Ising spin per site of an fcc lattice, coupled to its 12 nearest neighbours at distance $d$. For wave vector $\mathbf k$, the neighbours' mean field is multiplied by $\lambda_{\mathbf k}$, the average of $\cos(\mathbf k\cdot\mathbf d)$ over them. The step that gave \eqref{eq:chi} now gives $\chi_{\mathbf k}=(1-m_0^2)(\lambda_{\mathbf k}\chi_{\mathbf k}+1)/\theta$. Thermal fluctuations have the spectrum $\theta\chi_{\mathbf k}$:
\begin{equation}
G(\mathbf k)=\frac{1-m_0^2}{1-a\lambda_{\mathbf k}},\qquad
a=\frac{1-m_0^2}{\theta},\qquad
\lambda_{\mathbf k}\approx1-\frac{k^2d^2}{6}.
\end{equation}
The denominator is proportional to $1+k^2\xi^2$, with correlation length $\xi=d\sqrt{a/[6(1-a)]}$. Average $m$ with a normalized weight proportional to $e^{-r^2/2\xi^2}$. With volume $v$ per site, the variance is
\begin{equation}
\langle\delta m^2\rangle_\xi=v\int\frac{d^3k}{(2\pi)^3}\,G(\mathbf k)\,e^{-k^2\xi^2}.
\end{equation}
At 10 K below $T_C$, $\xi=2.26d$ and the rms fluctuation is 0.66 of $m_0$. Mean field requires this fraction to be small.

\textbf{Q.} Would going closer to $T_C$ help, since your ratio is a limit?

\textbf{A.} It makes matters worse. The variance scales as $G(0)/\xi^3\propto\varepsilon^{-1}\varepsilon^{3/2}=\varepsilon^{1/2}$, whereas $m_0^2\propto\varepsilon$. The relative variance grows as $\varepsilon^{-1/2}$. The limit one half is a property of the mean-field equation. A magnet with short-range exchange need not approach it, and this estimate cannot say what value replaces it. Longer-range exchange would reduce the fluctuations.

\textbf{Q.} So what may I carry over to a real nickel film?

\textbf{A.} The Curie temperature and the picosecond scale are in the right regime, but the inputs are rough and the times inherit that roughness. A metal film on a substrate typically sheds its heat over tens of picoseconds or more. Below $T_C$ the last part of the recovery then follows this cooling, and the times computed here describe the faster adjustment that precedes it. For that adjustment, at 10 K from $T_C$, the isolated case is closer than the pinned one. It moves the model's ratio from 0.52 to about 0.41 if electrons and lattice share one temperature, but to about 0.64 with the electron-phonon coupling assumed here. That last value is sensitive to the coupling: half of it gives 0.93, twice gives 0.52. It also depends on the distance from $T_C$: at the assumed coupling it is 0.46 at 3 K and 1.27 at 30 K. A 1 T field along the magnetization, at pinned temperature, moves the ratio from 0.52 to 0.46; field and heat feedback together were not computed. Fluctuations add an uncertainty that may exceed these shifts. A film must also be uniform in temperature to within much less than the chosen distance from $T_C$, or it mixes different relaxation times. For a write process that cools through $T_C$, the model indicates that relaxation is slow around $T_C$, and that a field along the magnetization shortens the relaxation time at $T_C$. In such a field the slowest point lies somewhat above $T_C$: at 1 T and pinned temperature, the time is 2.7 ps at $T_C$, peaks at about 3.4 ps some 5 K above it, and is 2.93 ps at 10 K above. Below $T_C$, a field opposed to the magnetization lengthens the relaxation time as long as it is too weak to reverse the magnetization. In the uniform collinear model, reversal needs about 1.25 T at 10 K below $T_C$; a real film reverses by domains or rotation, which the model omits, at much smaller fields. The numerical output below gives the inputs and further digits for the pinned, field and common-temperature cases; the values with separate electron and lattice temperatures follow from solving the equation for $\lambda$ with the same inputs.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough, nickel-like)
Curie temperature = 630 K
rate constant R = 17.0 1/ps
spins per atom = 0.6
atomic volume = 0.011 nm^3
electronic heat coefficient = 1.0e+03 J/(m^3 K^2)
electron-phonon coupling = 1.0e+18 W/(m^3 K)
EXPANSION COEFFICIENTS (numerical, at eps = 1e-4)
eps^2 term of m_eq^2 = -2.400
relative eps term of rate below = -1.200
relative eps term of time ratio = 2.200
RELAXATION AT EQUAL DISTANCES FROM Tc
3 K: eps = 0.00476, m_eq = 0.1193
  tau below = 6.212 ps, integrated 6.212 ps
  tau above = 12.294 ps, integrated 12.294 ps
  below/above = 0.5053, first-order law 0.5052
10 K: eps = 0.01587, m_eq = 0.2168
  tau below = 1.889 ps, integrated 1.889 ps
  tau above = 3.648 ps, integrated 3.648 ps
  below/above = 0.5178, first-order law 0.5175
30 K: eps = 0.04762, m_eq = 0.3707
  tau below = 0.655 ps, integrated 0.655 ps
  tau above = 1.179 ps, integrated 1.179 ps
  below/above = 0.5555, first-order law 0.5524
SUSCEPTIBILITY AT 10 K
chi below = 30.60, above = 63.00 (dimensionless)
rate*chi below = 16.20, above = 17.27 1/ps
DECAY EXACTLY AT Tc
m from 0.10 to 0.05: 26.48 ps, algebraic law 26.47 ps
NEGLECTED: FIELD OF 1 T
reduced field h = 1.066e-03
tau at Tc = 2.714 ps, leading law 2.710 ps
at 10 K: tau below = 1.343 ps, above = 2.932 ps
  below/above = 0.458
NEGLECTED: HEAT FEEDBACK AT 10 K (isolated sample)
heat per atom: electrons 0.502 kB, lattice 3.0 kB
magnetic heat per atom = 0.877 kB
tau below = 1.511 ps, above = 3.648 ps
  below/above = 0.414
electron-phonon equalization time = 0.540 ps
NEGLECTED: FLUCTUATIONS AT 10 K BELOW Tc
correlation length = 2.26 neighbour distances
rms fluctuation / m_eq = 0.656
\end{verbatim}
